# Zero Forces Do Not Prove a Minimum: The Undimerized Chain: test program

```python
# Result under test: a relaxation driven by forces keeps the symmetry of its
# starting structure (apart from rounding noise), so it can end with zero
# forces at a saddle point.
# Model: four atoms per periodic 1D cell, one electron per atom, independent
# spin-paired electrons in Gaussian wells (plane waves), springs between atoms.
# Hartree atomic units. Symbols:
#   u        displacements of the four atoms from equal spacing
#   s        dimerization: bond lengths alternate as spacing + s, spacing - s
#   n        number of k points in the full zone of the four-atom cell (even)
#   lambda   eigenvalue of the Hessian (second derivatives of the cell energy)
from functools import lru_cache
import numpy as np
from scipy.optimize import minimize
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SPACING = 3.0
WELL_AREA = 1.0
WELL_WIDTH = 0.7
SPRING2 = 0.12
SPRING4 = 0.20
N_ATOMS = 4
CELL = N_ATOMS * SPACING
B = 2 * np.pi / CELL
SITES = SPACING * np.arange(N_ATOMS)
DIMER = np.array([-1.0, 1.0, -1.0, 1.0]) / 2
MIRROR = np.array([0, 3, 2, 1])     # atom exchange under mirror through atom 0
N_K = 20
E_CUT = 9.0
F_TOL = 1e-4


@lru_cache(maxsize=None)
def basis(k, ecut):
    p = k + B * np.arange(-30, 31)
    p = p[p**2 / 2 < ecut]
    q = p[:, None] - p[None, :]
    well = -WELL_AREA / CELL * np.exp(-(q * WELL_WIDTH)**2 / 2)
    return p, q, well


def solve(k, u, ecut=E_CUT):
    p, q, well = basis(k, ecut)
    parts = [well * np.exp(-1j * q * r) for r in SITES + u]
    levels, vectors = np.linalg.eigh(np.diag(p**2 / 2) + sum(parts))
    return levels, vectors, q, parts


def energy_forces(u, n=N_K, ecut=E_CUT):
    """Cell energy and forces; k and -k are equivalent, so only k > 0 is used."""
    assert n % 2 == 0
    u = np.asarray(u, dtype=float)
    energy, forces = 0.0, np.zeros(N_ATOMS)
    weight = 2 * 2 / n          # two spins, and the pair k, -k
    for i in range(n // 2):
        levels, vectors, q, parts = solve((i + 0.5) * B / n, u, ecut)
        occ = vectors[:, :2]
        density = occ.conj() @ occ.T
        energy += weight * levels[:2].sum()
        for j in range(N_ATOMS):
            forces[j] -= weight * np.sum(density * (-1j * q * parts[j])).real
    stretch = np.roll(u, -1) - u
    energy += np.sum(SPRING2 * stretch**2 / 2 + SPRING4 * stretch**4 / 4)
    tension = SPRING2 * stretch + SPRING4 * stretch**3
    return energy, forces + tension - np.roll(tension, 1)


def energy_gradient(u):
    energy, forces = energy_forces(u)
    return energy, -forces


def descend(u, tol, length=1.0):
    """Steepest descent; length is the fixed step in bohr^2/hartree."""
    u = np.array(u, dtype=float)
    for step in range(1500):
        energy, forces = energy_forces(u)
        if np.max(np.abs(forces)) < tol:
            return u, energy, forces, step
        u = u + length * forces
    raise RuntimeError("relaxation did not converge")


def descend_symmetrized(u, tol):
    """Unit-step descent with forces averaged over the mirror; also returns
    the path and the largest part of the raw forces that breaks the mirror."""
    u, path, asymmetry = np.array(u, dtype=float), [], 0.0
    for step in range(1500):
        energy, raw = energy_forces(u)
        forces = (raw - raw[MIRROR]) / 2
        asymmetry = max(asymmetry, np.max(np.abs(raw - forces)))
        if np.max(np.abs(forces)) < tol:
            return u, energy, forces, path, asymmetry
        path.append(u)
        u = u + forces
    raise RuntimeError("relaxation did not converge")


def hessian(u, h=1e-4):
    columns = []
    for j in range(N_ATOMS):
        d = np.zeros(N_ATOMS)
        d[j] = h
        columns.append((energy_forces(u - d)[1] - energy_forces(u + d)[1])
                       / (2 * h))
    matrix = np.array(columns)
    assert np.allclose(matrix, matrix.T, atol=1e-5)
    return np.linalg.eigh((matrix + matrix.T) / 2)


def dimer_curvature(n, ecut=E_CUT, h=1e-4):
    fp = energy_forces(h * DIMER, n, ecut)[1]
    fm = energy_forces(-h * DIMER, n, ecut)[1]
    return DIMER @ (fm - fp) / (2 * h)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


def row(values, digits=5):
    return " ".join(f"{round(x, digits) + 0.0:.{digits}f}" for x in values)


# Forces against energy differences, at a structure without symmetry
u_any = np.array([0.11, -0.07, 0.23, 0.04])
e_any, f_any = energy_forces(u_any)
f_numeric = np.zeros(N_ATOMS)
for j in range(N_ATOMS):
    d = np.zeros(N_ATOMS)
    d[j] = 1e-4
    f_numeric[j] = (energy_forces(u_any - d)[0]
                    - energy_forces(u_any + d)[0]) / 2e-4
force_error = np.max(np.abs(f_any - f_numeric))
assert force_error < 1e-6

# Forces transform like the structure: mirror through atom 0, shift by one site
e_mir, f_mir = energy_forces(-u_any[MIRROR])
e_shift, f_shift = energy_forces(np.roll(u_any, 1))
assert abs(e_mir - e_any) < 1e-10 and abs(e_shift - e_any) < 1e-10
assert np.allclose(f_mir, -f_any[MIRROR], atol=1e-10)
assert np.allclose(f_shift, np.roll(f_any, 1), atol=1e-10)

# A mirror-symmetric start has real forces, yet relaxes to equal spacing;
# the raw forces respect the mirror at every structure on the way
u_start = np.array([0.0, 0.3, 0.0, -0.3])
e_start, f_start = energy_forces(u_start)
assert abs(f_start[1]) > 100 * F_TOL
assert abs(DIMER @ f_start) < 1e-10
u_sym, e_sym, f_sym, path, asymmetry = descend_symmetrized(u_start, F_TOL)
steps_sym = len(path)
assert asymmetry < 1e-10
assert np.max(np.abs(u_sym)) < 3e-3
assert e_sym < e_start

# Without averaging, the loss of symmetry is amplified rounding noise: it stays
# within the bound from the measured asymmetry and the Hessians on the path,
# and the stopping rule does not see it
u_raw, _, f_raw, steps_raw = descend(u_start, F_TOL)
noise_bound, factor = 0.0, 1.0
noise_per_step = 2 * (asymmetry + np.spacing(0.3))
for step in range(max(steps_raw, steps_sym)):
    if step % 5 == 0 and step < steps_sym:
        factor = max(factor, np.max(np.abs(1 - hessian(path[step])[0])))
    noise_bound = factor * noise_bound + noise_per_step
assert abs(DIMER @ u_raw) < noise_bound
assert abs(DIMER @ f_raw) < 0.02 * F_TOL

# A tighter criterion takes more steps, in which the noise grows further
u_tight, _, _, steps_tight = descend(u_start, 1e-6)
assert steps_tight > steps_raw
assert abs(DIMER @ u_tight) > abs(DIMER @ u_raw)

# BFGS from the same start also ends at equal spacing
bfgs = minimize(energy_gradient, u_start, jac=True, method="BFGS",
                options={"gtol": 1e-5})
assert np.max(np.abs(bfgs.jac)) < F_TOL
assert np.max(np.abs(bfgs.x)) < 1e-3 and abs(DIMER @ bfgs.x) < 1e-6

# Equal spacing is a saddle, and its downhill mode is dimerization
u_zero = np.zeros(N_ATOMS)
e_zero, f_zero = energy_forces(u_zero)
assert np.max(np.abs(f_zero)) < 1e-10
lam_sym, modes_sym = hessian(u_zero)
assert lam_sym[0] < -0.01 and abs(lam_sym[1]) < 1e-5
assert lam_sym[2] > 0.01 and abs(lam_sym[2] - lam_sym[3]) < 1e-4
overlap = abs(modes_sym[:, 0] @ DIMER)
assert overlap > 0.9999
h = 1e-3
second_difference = (energy_forces(h * DIMER)[0] + energy_forces(-h * DIMER)[0]
                     - 2 * e_zero) / h**2
assert abs(second_difference - lam_sym[0]) < 2e-3
# what is left of the starting displacement is residual force over stiffness
assert np.max(np.abs(u_sym)) < 1.05 * F_TOL / lam_sym[2]

# A small kick leads to a true minimum of the four-atom cell
kick = 0.01
u_dim, e_dim, f_dim, steps_dim = descend(kick * DIMER, 1e-6, length=0.5)
s_dim = DIMER @ u_dim
lam_dim, _ = hessian(u_dim)
assert e_dim < e_sym - 1e-5 and s_dim > 10 * kick
assert abs(lam_dim[0]) < 1e-5 and lam_dim[1] > 0.01
gap_sym = np.diff(solve(0.0, u_zero)[0][1:3])[0]
gap_dim = np.diff(solve(0.0, u_dim)[0][1:3])[0]
assert gap_sym < 1e-10 and gap_dim > 1e-3

# Too small a kick is not seen by the stopping rule
s_threshold = 2 * F_TOL / abs(lam_sym[0])
f_below = np.max(np.abs(energy_forces(0.5 * s_threshold * DIMER)[1]))
f_above = np.max(np.abs(energy_forces(2.0 * s_threshold * DIMER)[1]))
assert f_below < F_TOL < f_above

# Without a stopping rule, rounding noise finally breaks the symmetry,
# growing in each unit step by the factor 1 - lambda of the unstable mode
u_noise, noise_steps, growth = u_zero.copy(), 0, None
while abs(DIMER @ u_noise) < 0.1 and noise_steps < 1500:
    s_old = DIMER @ u_noise
    u_noise = u_noise + energy_forces(u_noise)[1]
    noise_steps += 1
    if growth is None and abs(DIMER @ u_noise) > 1e-6:
        growth = (DIMER @ u_noise) / s_old
assert abs(DIMER @ u_noise) >= 0.1
growth_law = 1 - lam_sym[0]
assert abs(growth - growth_law) < 1e-3

# Logarithmic mesh law from a separately computed gap slope and band velocity
meshes = [2, 4, 10, 20, 40, 80]
curvatures = [dimer_curvature(n) for n in meshes]
assert np.all(np.diff(curvatures) < 0)
small_s, small_k = 1e-3, 1e-3
g = np.diff(solve(0.0, small_s * DIMER)[0][1:3])[0] / (2 * small_s)
v = np.diff(solve(small_k, u_zero)[0][1:3])[0] / (2 * small_k)
drop_law = 4 * g**2 * np.log(2) / (v * B)
drop_direct = curvatures[-2] - curvatures[-1]
assert abs(drop_direct / drop_law - 1) < 0.01

# Convergence with cutoff and mesh
cutoff_change = dimer_curvature(N_K, 16.0) - dimer_curvature(N_K)
assert abs(cutoff_change) < 2e-3
gain = e_zero - e_dim
gain_fine = energy_forces(u_zero, 80)[0] - energy_forces(u_dim, 80)[0]

show("atom spacing a", SPACING, "bohr")
show("cell length", CELL, "bohr")
show("well area", WELL_AREA, "hartree bohr")
show("well width", WELL_WIDTH, "bohr")
show("spring constant, quadratic", SPRING2, "hartree/bohr^2")
show("spring constant, quartic", SPRING4, "hartree/bohr^4")
show("plane-wave cutoff", E_CUT, "hartree")
show("k points in full zone", N_K)
show("largest force error against energy differences",
     f"{force_error:.1e}", "hartree/bohr")
show("symmetric start, displacements", row(u_start, 2), "bohr")
show("symmetric start, forces", row(f_start), "hartree/bohr")
show("symmetric start, energy", f"{e_start:.6f}", "hartree")
show("force criterion", F_TOL, "hartree/bohr")
show("relaxation with averaged forces, steps", steps_sym)
show("largest mirror-breaking raw force on its path",
     f"{asymmetry:.1e}", "hartree/bohr")
show("its final largest displacement", f"{np.max(np.abs(u_sym)):.1e}", "bohr")
show("its final largest force", f"{np.max(np.abs(f_sym)):.1e}", "hartree/bohr")
show("its final energy", f"{e_sym:.6f}", "hartree")
show("without averaging, final dimerization",
     f"{abs(DIMER @ u_raw):.1e}", "bohr")
show("bound on it from rounding noise", f"{noise_bound:.1e}", "bohr")
show("without averaging, criterion 1e-6 hartree/bohr, steps", steps_tight)
show("its final dimerization", f"{abs(DIMER @ u_tight):.1e}", "bohr")
show("BFGS from same start, final dimerization",
     f"{abs(DIMER @ bfgs.x):.1e}", "bohr")
show("equal spacing, energy", f"{e_zero:.6f}", "hartree")
show("equal spacing, Hessian eigenvalues", row(lam_sym), "hartree/bohr^2")
show("overlap of lowest mode with dimerization", f"{overlap:.6f}")
show("same curvature from energies", f"{second_difference:.5f}",
     "hartree/bohr^2")
show("kick s", kick, "bohr")
show("kicked relaxation, steps", steps_dim)
show("dimerized chain, s", f"{s_dim:.4f}", "bohr")
show("short and long bond", row([SPACING - s_dim, SPACING + s_dim], 4), "bohr")
show("dimerized chain, energy", f"{e_dim:.6f}", "hartree")
show("dimerized chain, Hessian eigenvalues", row(lam_dim), "hartree/bohr^2")
show("energy gain per four-atom cell", f"{gain:.6f}", "hartree")
show("energy gain per four-atom cell", f"{1000 * gain * HARTREE_EV:.2f}", "meV")
show("energy gain at 80 k points, same structures", f"{gain_fine:.6f}",
     "hartree")
show("gap of dimerized chain", f"{gap_dim:.5f}", "hartree")
show("gap of dimerized chain", f"{gap_dim * HARTREE_EV:.3f}", "eV")
show("smallest kick s above criterion", f"{s_threshold:.2e}", "bohr")
show("steps until rounding noise gives s = 0.1 bohr", noise_steps)
show("noise growth per step, observed", f"{growth:.5f}")
show("noise growth per step, from Hessian", f"{growth_law:.5f}")
for s in (0.2, 0.4, 0.6, 0.8, 1.0):
    change = energy_forces(s * DIMER)[0] - e_zero
    show(f"E(s) - E(0) at s = {s} bohr", f"{change:.6f}", "hartree")
for n, curvature in zip(meshes, curvatures):
    show(f"dimerization curvature, {n} k points", f"{curvature:.5f}",
         "hartree/bohr^2")
show("half-gap slope g", f"{g:.5f}", "hartree/bohr")
show("band velocity v", f"{v:.5f}", "hartree bohr")
show("curvature drop 40 to 80 k points, direct", f"{drop_direct:.5f}",
     "hartree/bohr^2")
show("curvature drop on doubling, from g and v", f"{drop_law:.5f}",
     "hartree/bohr^2")
show("curvature change for cutoff 16 hartree", f"{cutoff_change:.1e}",
     "hartree/bohr^2")
print("no test failed")
```

Printed output:

```
atom spacing a: 3.0 bohr
cell length: 12.0 bohr
well area: 1.0 hartree bohr
well width: 0.7 bohr
spring constant, quadratic: 0.12 hartree/bohr^2
spring constant, quartic: 0.2 hartree/bohr^4
plane-wave cutoff: 9.0 hartree
k points in full zone: 20
largest force error against energy differences: 1.1e-09 hartree/bohr
symmetric start, displacements: 0.00 0.30 0.00 -0.30 bohr
symmetric start, forces: 0.00000 -0.04515 0.00000 0.04515 hartree/bohr
symmetric start, energy: -1.190451 hartree
force criterion: 0.0001 hartree/bohr
relaxation with averaged forces, steps: 47
largest mirror-breaking raw force on its path: 6.4e-16 hartree/bohr
its final largest displacement: 8.3e-04 bohr
its final largest force: 9.5e-05 hartree/bohr
its final energy: -1.202391 hartree
without averaging, final dimerization: 7.4e-08 bohr
bound on it from rounding noise: 1.2e-07 bohr
without averaging, criterion 1e-6 hartree/bohr, steps: 115
its final dimerization: 3.2e-01 bohr
BFGS from same start, final dimerization: 3.3e-14 bohr
equal spacing, energy: -1.202391 hartree
equal spacing, Hessian eigenvalues: -0.46934 0.00000 0.11483 0.11483 hartree/bohr^2
overlap of lowest mode with dimerization: 1.000000
same curvature from energies: -0.46931 hartree/bohr^2
kick s: 0.01 bohr
kicked relaxation, steps: 79
dimerized chain, s: 0.3209 bohr
short and long bond: 2.6791 3.3209 bohr
dimerized chain, energy: -1.208735 hartree
dimerized chain, Hessian eigenvalues: 0.00000 0.18064 0.29429 0.32531 hartree/bohr^2
energy gain per four-atom cell: 0.006343 hartree
energy gain per four-atom cell: 172.61 meV
energy gain at 80 k points, same structures: 0.006446 hartree
gap of dimerized chain: 0.06979 hartree
gap of dimerized chain: 1.899 eV
smallest kick s above criterion: 4.26e-04 bohr
steps until rounding noise gives s = 0.1 bohr: 84
noise growth per step, observed: 1.46934
noise growth per step, from Hessian: 1.46934
E(s) - E(0) at s = 0.2 bohr: -0.004518 hartree
E(s) - E(0) at s = 0.4 bohr: -0.005160 hartree
E(s) - E(0) at s = 0.6 bohr: 0.014243 hartree
E(s) - E(0) at s = 0.8 bohr: 0.074572 hartree
E(s) - E(0) at s = 1.0 bohr: 0.203575 hartree
dimerization curvature, 2 k points: -0.06208 hartree/bohr^2
dimerization curvature, 4 k points: -0.18430 hartree/bohr^2
dimerization curvature, 10 k points: -0.34650 hartree/bohr^2
dimerization curvature, 20 k points: -0.46934 hartree/bohr^2
dimerization curvature, 40 k points: -0.59220 hartree/bohr^2
dimerization curvature, 80 k points: -0.71507 hartree/bohr^2
half-gap slope g: 0.10817 hartree/bohr
band velocity v: 0.50421 hartree bohr
curvature drop 40 to 80 k points, direct: 0.12286 hartree/bohr^2
curvature drop on doubling, from g and v: 0.12287 hartree/bohr^2
curvature change for cutoff 16 hartree: 1.1e-04 hartree/bohr^2
no test failed
```
